# Matano Plane and Kirkendall Markers in a Couple with Unequal Diffusivities

## The argument under review

The argument concerns a diffusion couple made of pure A on the left and pure B on the right, with inert markers at the contact. It runs as follows.

1. The Matano plane is the plane with as many B atoms on its left as A atoms on its right. It starts at the contact.
2. The markers also start at the contact, so they label the same plane.
3. If the final profile is symmetric, nothing singles out one side, and the markers must sit at the centre.
4. The markers may therefore serve as the origin when the interdiffusion coefficient is extracted from the profile.

Claim 1 is sound for constant molar volume. Claims 2 to 4 need examination. The question is where the markers go when A and B move through the lattice at different rates, and whether the profile can reveal it. A couple with a perfectly symmetric profile is the sharpest test, because claim 3 is then at its most persuasive.

## Claim 1: what fixes the Matano plane

Let $x$ be the mole fraction of B and $c$ the total number of atoms per volume. I assume one-dimensional diffusion, equal and constant molar volumes (so $c$ is constant), no pores, and ends so thick that their outer parts stay pure. All volume change of the lattice is taken along $z$. Position $z$ is measured from the original contact, in the frame of the unaffected ends.

Let the couple extend from $-L$ to $L$. At the start B fills $0<z<L$, and B is conserved, so at all times

$$\int_{-L}^{L}x\,dz=L .$$

Integration by parts, with $x(-L)=0$ and $x(L)=1$, gives

$$\int_0^1 z\,dx=\big[zx\big]_{-L}^{L}-\int_{-L}^{L}x\,dz=L-L=0 .$$

The Matano plane $z_M$ is defined by $\int_0^1(z-z_M)\,dx=0$. Integration by parts turns this into $\int_{-L}^{z_M}x\,dz=\int_{z_M}^{L}(1-x)\,dz$: at constant $c$, the B atoms on the left of the plane are as many as the A atoms on its right. Equal exchange of atoms would not be enough to define it, because at constant $c$ that holds across every plane fixed to the ends. Since $\int_0^1dx=1$, it follows that $z_M=0$. The plane stays at the original contact position because atoms are conserved. Nothing in this derivation refers to the lattice.

## Claim 2: what moves the markers

Markers are attached to lattice planes. The intrinsic fluxes, measured relative to the lattice, are

$$J_B=-D_Bc\,\frac{\partial x}{\partial z},\qquad J_A=-D_Ac\,\frac{\partial(1-x)}{\partial z}=+D_Ac\,\frac{\partial x}{\partial z}.$$

If the lattice moves with velocity $v$, the fluxes in the frame of the ends are $J_B+cxv$ and $J_A+c(1-x)v$. Because $c$ is constant in time, their sum cannot depend on $z$. It vanishes in the unaffected ends, so it vanishes everywhere:

$$J_A+J_B+cv=0\quad\Rightarrow\quad v=(D_B-D_A)\frac{\partial x}{\partial z}. \tag{1}$$

This presumes that vacancy sources and sinks create and remove lattice sites freely. With B on the right, $\partial x/\partial z>0$, so the lattice moves toward the B side wherever B is the faster species. More B atoms pass leftward through a lattice plane than A atoms pass rightward; sites are added on the left, and the plane is pushed to the right.

Inserting (1) into the flux of B gives

$$J_B+cxv=-c\big[D_B-x(D_B-D_A)\big]\frac{\partial x}{\partial z}=-c\tilde D\,\frac{\partial x}{\partial z},$$

$$\tilde D=xD_A+(1-x)D_B , \tag{2}$$

which is Darken's relation. The profile is governed by $\tilde D$, the marker motion by the difference $D_B-D_A$.

For a sharp initial step, and diffusivities that depend on composition alone, $x$ is a function of $\lambda=z/\sqrt t$. Equation (1) then has the form $v=V(\lambda)/\sqrt t$, with $V=(D_B-D_A)\,dx/d\lambda$. Markers from the contact follow $z_K=\lambda_K\sqrt t$, hence

$$\frac{dz_K}{dt}=\frac{\lambda_K}{2\sqrt t}=\frac{V(\lambda_K)}{\sqrt t}\quad\Rightarrow\quad z_K=2\,v(z_K,t)\,t . \tag{3}$$

The value $z_K=0$ satisfies (3) only if $v(0,t)=0$. Where the profile has a nonzero slope, this requires $D_A=D_B$ at the composition of the Matano plane. A common starting point is therefore not enough for claim 2.

A root of (3) must also be one that markers approach. For a general path $z=\lambda\sqrt t$, the equation $dz/dt=v$ becomes

$$\frac{d\lambda}{d\ln t}=-\frac{\lambda}{2}+V(\lambda),$$

so a root attracts nearby paths if $dV/d\lambda<1/2$ there. Other composition dependences could give several roots; the couples with constant $q$ and with sign-changing $q$ constructed below are checked on this point.

## Claim 3: a symmetric profile with displaced markers

To test the symmetry argument, choose a constant $D$ and a smooth function $q(x)$, and set

$$D_B=D\,[1+xq],\qquad D_A=D\,[1-(1-x)q]. \tag{4}$$

Their difference is $D_B-D_A=Dq$, while (2) gives

$$\tilde D=D\big[x-x(1-x)q+(1-x)+x(1-x)q\big]=D .$$

The contrast $q$ has cancelled. Every choice of $q(x)$ that keeps both diffusivities positive gives the same profile.

To find that profile, use $\partial x/\partial t=-(\lambda/2t)\,dx/d\lambda$ in the diffusion equation. With $g=dx/d\lambda$ this gives $D\,dg/d\lambda=-\lambda g/2$, so $g$ is proportional to $e^{-\lambda^2/4D}$. The condition $\int g\,d\lambda=1$ fixes the factor:

$$\frac{dx}{d\lambda}=\frac{e^{-\lambda^2/4D}}{2\sqrt{\pi D}},\qquad x=\frac12\left[1+\operatorname{erf}\frac{z}{2\sqrt{Dt}}\right]. \tag{5}$$

The Matano plane lies at $x=1/2$, and the profile is symmetric about it.

Now take $q$ constant. Positivity of (4) for all $0\le x\le1$ requires $|q|<1$. Write $z_K=2y\sqrt{Dt}$, so that $\lambda_K=2y\sqrt D$. Equation (3), in the form $\lambda_K=2V(\lambda_K)$, becomes

$$2y\sqrt D=2Dq\,\frac{e^{-y^2}}{2\sqrt{\pi D}}\quad\Rightarrow\quad y\,e^{y^2}=\frac{q}{2\sqrt\pi}. \tag{6}$$

The left side increases steadily with $y$, so there is one root. Squaring and doubling gives $2y^2e^{2y^2}=q^2/2\pi$. The principal Lambert function $W$ is defined by $We^W=s$ for $s\ge0$, therefore

$$z_K=2\sqrt{Dt}\;\operatorname{sign}(q)\sqrt{\tfrac12W\!\left(\frac{q^2}{2\pi}\right)} . \tag{7}$$

The root is attracting: differentiating $V$ gives $dV/d\lambda=-(\lambda/2D)V$, which at $V=\lambda_K/2$ equals $-\lambda_K^2/4D=-y^2$.

For small $q$, the exponential in (6) is close to one and $z_K\approx q\sqrt{Dt/\pi}$. The shift is then linear in the contrast, and it reverses when $q$ changes sign. At $q=0$ the two planes coincide, with no change in the profile. Claim 3 fails because symmetry of the composition profile does not imply symmetry of the two intrinsic fluxes.

### A couple in numbers

Take $D=1.0\times10^{-10}\ \mathrm{cm^2/s}$, $q=0.8$ and an anneal of 400 h at 1300 K. In micrometres, $D=0.01\ \mathrm{\mu m^2/s}$, and $t=1.44\times10^6$ s, so

$$\sqrt{Dt}=\sqrt{0.01\times1.44\times10^6}\ \mathrm{\mu m}=120\ \mathrm{\mu m}.$$

At the Matano composition, (4) gives $D_B=1.4\times10^{-10}$ and $D_A=0.6\times10^{-10}\ \mathrm{cm^2/s}$. The right side of (6) is $0.8/(2\sqrt\pi)=0.2257$, whose root is $y=0.2154$. Thus

$$z_K=2\times0.2154\times120\ \mathrm{\mu m}=51.7\ \mathrm{\mu m}.$$

The Matano plane is at zero with $x=0.50$; the markers are on the B side, where $x=0.62$. The zone between $x=0.01$ and $x=0.99$ is 790 µm wide, so the separation is 6.5% of it. Markers much thinner than 50 µm would resolve the two planes, and so would a composition measurement at the markers. Their final velocity is $z_K/2t=51.7/800=0.065$ µm/h.

The small-contrast formula would give 54.2 µm. It uses the lattice velocity at $z=0$, where the slope is greatest. The markers have moved to a place where the slope is smaller by the factor $e^{-y^2}$, and this accounts for the difference.

These results were tested by following atom numbers in 400 cells bounded by lattice planes, from a sharp step. The cells exchanged atoms through the intrinsic fluxes alone, and their widths followed from their contents; neither (2) nor (7) was supplied. The markers ended at 51.7 µm and the Matano plane, located from the computed profile, within 0.01 µm of zero. The marker displacement at the full time was 2.00 times that at a quarter of the time, as the square-root law requires.

### Unequal diffusivities without separation

The opposite overstatement, that any inequality separates the planes, also fails. Choose $q(x)=0.8(1-2x)$ in (4). At $x=0.25$, $q=0.4$, so $D_B=1.1D$ and $D_A=0.7D$. At $x=0.75$ the two values are interchanged. At $x=0.5$ they are equal.

The lattice then moves rightward on the left of the contact and leftward on the right, while the contact plane itself is at rest. Since $V=Dq\,dx/d\lambda$ and $q=0$ at the contact,

$$\left.\frac{dV}{d\lambda}\right|_0=D\frac{dq}{dx}\left(\frac{dx}{d\lambda}\right)^2=\frac{-1.6}{4\pi}=-0.13,$$

which is below $1/2$, so the root at zero is attracting. It is also the only root, because $V$ and $\lambda$ have opposite signs everywhere else. The same atom-counting calculation gave a marker shift of 0.000 µm for this couple and for the control with $q=0$. For these two couples and the one with $q=0.8$, the computed mole fractions differed from (5) by less than $10^{-5}$. Three couples thus share one profile, and the markers are displaced in one of them. The profile alone cannot locate the markers.

## Claim 4: what the wrong origin returns

In the variable $\lambda$ the diffusion equation is $-\tfrac12\lambda\,dx/d\lambda=d(\tilde D\,dx/d\lambda)/d\lambda$. Integrating from the pure A end, where the slope vanishes, and returning to $z$ gives the Boltzmann–Matano formula

$$\tilde D(x)=-\frac{1}{2t}\frac{dz}{dx}\int_0^x z\,dx' . \tag{8}$$

Here $z$ is measured from the Matano plane. Suppose it is measured from the markers instead, and the result is evaluated at the marker composition $x_K$. Call it $D_{\rm left}$:

$$D_{\rm left}=-\frac{1}{2t}\frac{dz}{dx}\int_0^{x_K}(z-z_K)\,dx=\tilde D+x_K\,\frac{z_K}{2t}\frac{dz}{dx}.$$

By (3) and (1), $z_K/2t=v=(D_B-D_A)\,dx/dz$ at the markers. Hence

$$D_{\rm left}=x_KD_A+(1-x_K)D_B+x_K(D_B-D_A)=D_B .$$

Starting from the B end, one uses $\int_{x_K}^1z\,dx=-\int_0^{x_K}z\,dx$, which follows from the Matano condition:

$$D_{\rm right}=\frac{1}{2t}\frac{dz}{dx}\int_{x_K}^{1}(z-z_K)\,dx=\tilde D-(1-x_K)(D_B-D_A)=D_A .$$

The wrong origin thus returns an intrinsic diffusivity, and which one depends on the end from which the integration starts. The reason is physical. Integration by parts shows that

$$-\int_0^{x_K}(z-z_K)\,dx=\int_{-\infty}^{z_K}x\,dz ,$$

which is $1/c$ times the amount of B, per area, that has crossed the markers. It crossed them with the intrinsic flux $J_B$, whose magnitude falls as $t^{-1/2}$, so the accumulated amount is $2t|J_B|=2tD_Bc\,dx/dz$.

In the example with $q=0.8$, the correct origin gives $1.00\times10^{-10}\ \mathrm{cm^2/s}$ at the markers. The marker origin gives $1.50\times10^{-10}$ from the A end and $0.70\times10^{-10}$ from the B end. Read as interdiffusion coefficients, these are 50% too high and 30% too low relative to the correct value. Read as $D_B$ and $D_A$ at $x=0.62$, they are correct.

This identification holds at the marker composition. Elsewhere, integration from the A end with the marker origin gives $\tilde D+x(z_K/2t)(dz/dx)$. In the present couple this grows without limit as $x\to1$, because the slope of the profile vanishes there while the numerator does not.

The derivation does not need a constant $\tilde D$. As a test, both diffusivities of the $q=0.8$ couple were multiplied by $10^{x-1/2}$, which makes $\tilde D$ rise tenfold from pure A to pure B. The profile is then asymmetric and the markers lie at $x=0.70$. The two marker-origin integrals agreed with $D_B$ and $D_A$ at that composition to within 0.1%.

## Bearing on a real couple

The numbers are in the rough regime of a copper–nickel couple near 1300 K, with copper as the faster species B. They are round model values, not fitted data. The constant $\tilde D$ is the least realistic feature: in that system it varies strongly with composition, roughly by a factor of ten or more. The tenfold variation above, with the mid-composition values held fixed, moves the markers to 56.0 µm, an increase of 8%. Keeping $D_A$ and $D_B$ constant at their mid-composition values instead gives 55.5 µm.

An assumed molar-volume ratio $V_B/V_A=1.08$, with intrinsic fluxes defined by the gradients of the atomic concentrations, puts the markers 52.1 µm from the original contact. The Matano plane defined through the mole fraction no longer stays at the contact when the molar volumes differ. Here it moves about 7 µm toward the B side, so its separation from the markers falls to about 45 µm. The definitions that coincide at constant volume now differ: the plane with as many B atoms on its left as A atoms on its right lies about 5 µm toward B, while the plane defined through the atomic concentration of B stays at the contact. An error of 5 K in temperature changes the shift by about 4% if $D_A$ and $D_B$ share an activation energy of roughly 2.5 eV, since $q$ is then fixed and $z_K\propto\sqrt D$. With 2.7 eV for A and 2.3 eV for B the change is about 3%, and with these values interchanged about 6%. Ends 2 mm thick are effectively infinite here.

Incomplete vacancy sinks also affect the measurement, by an amount that depends on how much pore volume remains. For constant $q>0$, the lattice velocity peaks at $z=0$, so sites are removed throughout $z>0$. The thickness removed per unit time is $v(0,t)=\tfrac q2\sqrt{D/\pi t}$, which integrates to $q\sqrt{Dt/\pi}=54.2$ µm. If one tenth of this volume remained as pores, the couple would lengthen by 5.4 µm. Marker positions referred to the two ends would then disagree by that amount, about 10% of the shift. This estimate neglects the obstruction of diffusion by the pores.

None of these separate changes brings the planes together in this example.

## Recommendation

Claim 1 can stand with its constant-volume condition stated. Claim 2 should be replaced by criterion (3), and claim 3 withdrawn. For claim 4, the Matano plane should be located from the profile and the marker position measured separately. At the marker composition the two together yield $\tilde D$, $D_A$ and $D_B$; if the marker position is merely assumed, the intrinsic values remain undetermined. The numerical output lists the main values used here.

## Numbers as computed

```
Input interdiffusion coefficient D: 1e-10 cm2/s
Input contrast q: 0.8
Input time: 400 h
Input temperature: 1300 K
Diffusion length sqrt(Dt): 120 um
D_A at Matano composition: 6e-11 cm2/s
D_B at Matano composition: 1.4e-10 cm2/s
Marker root y: 0.21544
Marker displacement from Matano plane: 51.706 um
Simulated marker displacement: 51.709 um
Simulated Matano position: -0.003 um
B fraction at Matano plane: 0.5
B fraction at marker plane: 0.61969
Zone width from x=0.01 to 0.99: 789.59 um
Marker shift / zone width: 6.5484 %
Final marker velocity: 0.064632 um/h
Simulated marker ratio, full/quarter time: 1.9998
Largest profile error, three couples: 6.9e-06
Equal-D marker shift: -0.000 um
Crossing-D marker shift: 0.000 um
Reversed-q marker shift: -51.709 um
Matano-origin inversion at marker: 1e-10 cm2/s
Marker-origin inversion from A end: 1.4958e-10 cm2/s
Marker-origin inversion from B end: 6.9576e-11 cm2/s
D_B at marker composition: 1.4958e-10 cm2/s
D_A at marker composition: 6.9576e-11 cm2/s
Tenfold-D case: marker shift: 56.023 um
Tenfold-D case: Matano position -0.003 um
Tenfold-D case: x at marker: 0.69878
Tenfold-D case: A-end inversion / D_B: 1.0002
Tenfold-D case: B-end inversion / D_A: 1.0001
Constant D_A,D_B: marker shift: 55.483 um
Assumed molar-volume ratio V_B/V_A: 1.08
Volume-mismatch marker shift: 52.08 um
Annihilated lattice thickness: 54.162 um
Assumed fraction retained as pores: 0.1
Resulting couple lengthening: 5.4162 um
Assumed activation energy: 2.5 eV
Assumed temperature error: 5 K
Marker-shift change from that error: 4.37 %
Assumed thickness of each end: 2000 um
Composition change there, infinite-couple formula: 2.3e-32
```
